\section*{Classical magnetoresistance of a bar with one or two carrier groups, part 1}

(Sections cited here and not found follow in the later parts.)

\section{A bar in a magnetic field}

A long conducting bar carries a steady current along its length, and a magnetic field is switched on at right angles to the current. A carrier that moves across the field feels a sideways Lorentz force, and in a strong field it turns through many radians between two collisions. One would expect the curved paths to shorten the distance gained along the bar and to raise its resistance. For the simplest conductor this does not happen at all. The current cannot leave through the side faces, so charge collects there until its electric field, the Hall field, pushes back. If all carriers respond to the magnetic field alike, this one field restores straight average motion for all of them, and the resistance keeps its zero-field value however strong the field, as long as the motion stays classical in the sense defined below. If two kinds of carrier are present, one Hall field has two forces to balance and balances neither. The resistance then grows as $B^2$, and for carriers on closed orbits, the only case treated here, whether it keeps growing depends on the net charge density of the carriers.

The current flows along $x$, the field is $\mathbf B=B\hat{\mathbf z}$, and the side faces are normal to $y$, so that the total transverse current density vanishes, $J_y=0$. SI units are used and $e>0$ is the elementary charge. The resistivity tensor is defined by $E_i=\sum_j\rho_{ij}J_j$, so that in the bar
\begin{equation}
E_x=\rho_{xx}J_x,\qquad E_y=\rho_{yx}J_x,\qquad R_H=\rho_{yx}/B,
\end{equation}
and the magnetoresistance is
\begin{equation}
\mathrm{MR}(B)=\frac{\rho_{xx}(B)}{\rho_{xx}(0)}-1 .
\end{equation}
A carrier group $\alpha$ has charge $q_\alpha=s_\alpha e$ with $s_\alpha=\pm1$, density $n_\alpha$, positive mass $m_\alpha$, relaxation time $\tau_\alpha$, mobility $\mu_\alpha=e\tau_\alpha/m_\alpha>0$ and zero-field conductivity $\sigma_\alpha=n_\alpha e\mu_\alpha$. The signed number
\begin{equation}
b_\alpha=s_\alpha\mu_\alpha B
\end{equation}
has the magnitude $\omega_c\tau$, the angle through which a carrier turns in one relaxation time, with $\omega_c=eB/m_\alpha$. The word classical means throughout that the response is linear in $\mathbf E$, that Landau quantization and Zeeman splitting are ignored, and that $n_\alpha$ and $\tau_\alpha$ do not depend on $B$.

The statement that a single isotropic band has no magnetoresistance needs one condition: all carriers that conduct must share one value of $b$. The statement about two carrier types needs one too: the two values of $b$ must differ. With these conditions the result is
\begin{align}
\text{one group:}\quad & \mathrm{MR}=0,\qquad \rho_{yx}=\frac{sB}{ne},\label{eq:one}\\
\text{two groups:}\quad & \mathrm{MR}=\frac{\sigma_1\sigma_2\,(s_1\mu_1-s_2\mu_2)^2B^2}{(\sigma_1+\sigma_2)^2+e^2\mu_1^2\mu_2^2\,(s_1n_1+s_2n_2)^2B^2}.\label{eq:two}
\end{align}

\section{First derivation: balance of forces on the mean velocity}

\subsection{The equation of motion}

Let $\mathbf P$ be the mean momentum per carrier of one group. Assume that every carrier has the probability $dt/\tau$ of a collision in the time $dt$, the same whatever its velocity, and that it leaves a collision with zero momentum on average. The fraction $1-dt/\tau$ that does not collide gains the mean impulse $\langle\mathbf F\rangle dt$; the fraction $dt/\tau$ that does collide contributes only what it gains after the collision, which is of order $dt^2$. Hence
\begin{equation}
\mathbf P(t+dt)=\Big(1-\frac{dt}{\tau}\Big)\big(\mathbf P+\langle\mathbf F\rangle dt\big)+O(dt^2)
\quad\Longrightarrow\quad
\frac{d\mathbf P}{dt}=\langle\mathbf F\rangle-\frac{\mathbf P}{\tau}.
\end{equation}
The Lorentz force $q(\mathbf E+\mathbf v\times\mathbf B)$ is linear in the velocity, so its average is the force on a particle moving at the mean velocity. Assume also a parabolic isotropic band, so that momentum and velocity are related by one constant mass and $\mathbf P=m\mathbf v$, where $\mathbf v$ now denotes the mean velocity. In the steady state
\begin{equation}
0=q(\mathbf E+\mathbf v\times\mathbf B)-\frac{m\mathbf v}{\tau}
\quad\Longrightarrow\quad
\mathbf v=s\mu\,(\mathbf E+\mathbf v\times\mathbf B).\label{eq:drude}
\end{equation}
Multiplying by $nse$, with $\mathbf J=nse\,\mathbf v$ and $s^2=1$, gives $\mathbf J=\sigma\mathbf E+s\mu\,\mathbf J\times\mathbf B$. With $\mathbf B$ along $z$ the cross product is $\mathbf J\times\mathbf B=(J_yB,\,-J_xB,\,0)$, so for each group
\begin{align}
J_{\alpha x}&=\sigma_\alpha E_x+b_\alpha J_{\alpha y},\label{eq:x}\\
J_{\alpha y}&=\sigma_\alpha E_y-b_\alpha J_{\alpha x},\label{eq:y}\\
J_{\alpha z}&=\sigma_\alpha E_z.\label{eq:z}
\end{align}
Writing these for each group separately assumes that the groups feel the same $\mathbf E$ and exchange no momentum with each other. Equation (\ref{eq:z}) contains no $B$: a current parallel to the field meets the zero-field resistance for any number of such groups.

\subsection{One group}

With one group the boundary condition $J_y=0$ applies to that group itself. The magnetic term drops out of (\ref{eq:x}), and (\ref{eq:y}) fixes the Hall field:
\begin{equation}
J_x=\sigma E_x,\qquad E_y=\frac{b}{\sigma}J_x=\frac{s\mu B}{ne\mu}J_x=\frac{sB}{ne}J_x .
\end{equation}
This is (\ref{eq:one}), exact in $B$ within the model. The force along $x$ that a magnetic field can exert is $qv_yB$, and the boundary has set $v_y$ to zero. In terms of the velocity the Hall field is $E_y=v_xB$, which cancels the transverse force $-qv_xB$.

Two remarks mark the reach of the argument. Isotropy was not fully used: for an ellipsoidal band with principal axes along $x,y,z$ the $x$ component of (\ref{eq:drude}) reads $m_xv_x/\tau=q(E_x+v_yB)$, and $v_y=0$ again removes $B$. Isotropy is sufficient here and not necessary. The geometry, on the other hand, is essential. In a Corbino disk the current flows radially between two concentric contacts, the transverse direction closes on itself, no charge can collect, and the condition is $E_y=0$ in place of $J_y=0$. Then (\ref{eq:y}) gives $J_y=-bJ_x$, and (\ref{eq:x}) gives $J_x=\sigma E_x-b^2J_x$, so
\begin{equation}
\frac{E_x}{J_x}=\frac{1+\mu^2B^2}{\sigma}.\label{eq:corbino}
\end{equation}
The bending of the paths does raise the resistance when nothing pushes back. The null result belongs to $\rho_{xx}$, the quantity that a bar measures.

\subsection{Two groups}

Now only the sum of the transverse currents must vanish. Write
\begin{equation}
J_{1y}=j,\qquad J_{2y}=-j,\qquad \sigma_0=\sigma_1+\sigma_2,\qquad \Delta=b_1-b_2 .
\end{equation}
The two $x$ equations are $J_{1x}=\sigma_1E_x+b_1j$ and $J_{2x}=\sigma_2E_x-b_2j$, and their sum is
\begin{equation}
J_x=\sigma_0E_x+\Delta\,j .\label{eq:sumx}
\end{equation}
The zero-field resistivity is $1/\sigma_0$, so dividing by $J_x$ gives at once
\begin{equation}
\mathrm{MR}=\sigma_0\frac{E_x}{J_x}-1=-\Delta\,\frac{j}{J_x}.\label{eq:mrj}
\end{equation}
The magnetoresistance is entirely due to the hidden transverse current $j$. To find $j$, take the two $y$ equations,
\begin{equation}
j=\sigma_1E_y-b_1J_{1x},\qquad -j=\sigma_2E_y-b_2J_{2x},\label{eq:twoy}
\end{equation}
multiply the first by $\sigma_2$ and the second by $\sigma_1$, and subtract so that $E_y$ cancels:
\begin{align}
\sigma_0\,j&=-\sigma_2b_1J_{1x}+\sigma_1b_2J_{2x}\nonumber\\
&=-\sigma_2b_1(\sigma_1E_x+b_1j)+\sigma_1b_2(\sigma_2E_x-b_2j)\nonumber\\
&=-\sigma_1\sigma_2\Delta\,E_x-(\sigma_2b_1^2+\sigma_1b_2^2)\,j .
\end{align}
Collecting the terms in $j$,
\begin{equation}
j=-\frac{\sigma_1\sigma_2\Delta}{K}E_x,\qquad K=\sigma_0+\sigma_2b_1^2+\sigma_1b_2^2 .\label{eq:jK}
\end{equation}
Inserting this in (\ref{eq:sumx}) gives $J_x=E_x(\sigma_0K-\sigma_1\sigma_2\Delta^2)/K$. The bracket simplifies on expansion:
\begin{align}
\sigma_0K-\sigma_1\sigma_2\Delta^2&=\sigma_0^2+(\sigma_1+\sigma_2)(\sigma_2b_1^2+\sigma_1b_2^2)-\sigma_1\sigma_2(b_1^2-2b_1b_2+b_2^2)\nonumber\\
&=\sigma_0^2+\sigma_2^2b_1^2+\sigma_1^2b_2^2+2\sigma_1\sigma_2b_1b_2\nonumber\\
&=\sigma_0^2+G^2,\qquad G=\sigma_2b_1+\sigma_1b_2 ,
\end{align}
because the terms $\sigma_1\sigma_2b_1^2$ and $\sigma_1\sigma_2b_2^2$ cancel. Therefore
\begin{equation}
\rho_{xx}=\frac{K}{\sigma_0^2+G^2},\qquad \frac{j}{J_x}=\frac{j}{E_x}\rho_{xx}=-\frac{\sigma_1\sigma_2\Delta}{\sigma_0^2+G^2},\qquad \mathrm{MR}=\frac{\sigma_1\sigma_2\Delta^2}{\sigma_0^2+G^2}.\label{eq:res1}
\end{equation}
It remains to express $G$ through the densities. Both products contain $e\mu_1\mu_2B$, so $G=e\mu_1\mu_2B\,(s_1n_2+s_2n_1)$. Since $s_1^2=s_2^2=1$, one has $s_1n_2+s_2n_1=s_1s_2(s_2n_2+s_1n_1)$, and so
\begin{equation}
G=s_1s_2\,e\mu_1\mu_2B\,(s_1n_1+s_2n_2).\label{eq:G}
\end{equation}
The last factor is the net charge density of the carriers in units of $e$. With $\Delta=(s_1\mu_1-s_2\mu_2)B$, equation (\ref{eq:res1}) is (\ref{eq:two}).

The Hall field follows from adding the two equations (\ref{eq:twoy}):
\begin{equation}
\sigma_0E_y=b_1J_{1x}+b_2J_{2x}=(\sigma_1b_1+\sigma_2b_2)E_x+(b_1^2-b_2^2)\,j .
\end{equation}
Dividing by $J_x$ and using (\ref{eq:res1}),
\begin{equation}
\sigma_0(\sigma_0^2+G^2)\rho_{yx}=(\sigma_1b_1+\sigma_2b_2)K-\sigma_1\sigma_2(b_1-b_2)(b_1^2-b_2^2).
\end{equation}
The first term of $K$ contributes $\sigma_0(\sigma_1b_1+\sigma_2b_2)$. The cubic terms are
\begin{align}
&\sigma_1\sigma_2b_1^3+\sigma_1^2b_1b_2^2+\sigma_2^2b_1^2b_2+\sigma_1\sigma_2b_2^3-\sigma_1\sigma_2\big(b_1^3-b_1b_2^2-b_1^2b_2+b_2^3\big)\nonumber\\
&\qquad=b_1b_2\big[\sigma_1b_2(\sigma_1+\sigma_2)+\sigma_2b_1(\sigma_2+\sigma_1)\big]=\sigma_0\,b_1b_2\,G ,
\end{align}
so that
\begin{equation}
\rho_{yx}=\frac{\sigma_1b_1+\sigma_2b_2+b_1b_2G}{\sigma_0^2+G^2}.\label{eq:hall1}
\end{equation}

The magnetoresistance (\ref{eq:res1}) is never negative, and it vanishes identically when $b_1=b_2$. Two groups of the same sign and the same mobility act as one group, since the Hall field that balances one of them balances the other. For electrons and holes $|\Delta|=(\mu_e+\mu_h)B$ cannot vanish.

\subsection{Electrons and holes}

Let group 1 be electrons ($s=-1$, density $n$, mobility $\mu_e$) and group 2 holes ($s=+1$, density $p$, mobility $\mu_h$). Then $b_1=-\mu_eB$, $b_2=\mu_hB$, and with
\begin{equation}
A=n\mu_e+p\mu_h,\qquad D=A^2+(p-n)^2\mu_e^2\mu_h^2B^2
\end{equation}
the ingredients are $\sigma_0=eA$, $G=-e\mu_e\mu_h(p-n)B$, $\sigma_0^2+G^2=e^2D$, $K=e[A+(n\mu_h+p\mu_e)\mu_e\mu_hB^2]$, $\sigma_1b_1+\sigma_2b_2=eB(p\mu_h^2-n\mu_e^2)$ and $b_1b_2G=+e\mu_e^2\mu_h^2(p-n)B^3$. Hence
\begin{align}
\rho_{xx}&=\frac{A+(n\mu_h+p\mu_e)\mu_e\mu_hB^2}{eD},\label{eq:rxx}\\
\rho_{yx}&=\frac{B\,[\,p\mu_h^2-n\mu_e^2+(p-n)\mu_e^2\mu_h^2B^2\,]}{eD},\label{eq:ryx}\\
\mathrm{MR}&=\frac{np\,\mu_e\mu_h(\mu_e+\mu_h)^2B^2}{D}.
\end{align}
Dividing numerator and denominator of the last line by $A^2$ shows that the whole curve has two parameters:
\begin{equation}
\mathrm{MR}=\frac{aB^2}{1+B^2/B_*^2},\qquad a=\frac{np\,\mu_e\mu_h(\mu_e+\mu_h)^2}{A^2},\qquad B_*=\frac{A}{|p-n|\,\mu_e\mu_h}.\label{eq:law}
\end{equation}
For $B\ll B_*$ the law is $aB^2$, with a correction of relative size $B^2/B_*^2$. At $B=B_*$ the magnetoresistance has half its limiting value, and for $B\gg B_*$ it tends to
\begin{equation}
\mathrm{MR}_\infty=aB_*^2=\frac{np\,(\mu_e+\mu_h)^2}{(p-n)^2\mu_e\mu_h},\label{eq:sat}
\end{equation}
while (\ref{eq:ryx}) gives $R_H\to1/[e(p-n)]$ as $B\to\infty$; this limit also needs $|p-n|\mu_e^2\mu_h^2B^2\gg|p\mu_h^2-n\mu_e^2|$, which $B\gg B_*$ alone does not ensure. The local exponent follows from $\ln\mathrm{MR}=\ln a+2\ln B-\ln(1+B^2/B_*^2)$:
\begin{equation}
\frac{d\ln\mathrm{MR}}{d\ln B}=2-\frac{2B^2/B_*^2}{1+B^2/B_*^2}=\frac{2}{1+B^2/B_*^2}.\label{eq:slope}
\end{equation}
It falls from 2 through 1 at $B_*$ to 0. A curve measured over a narrow range around $B_*$ can therefore look linear without being so.

For exact compensation, $p=n$, the field $B_*$ is infinite and $D=A^2=n^2(\mu_e+\mu_h)^2$, so
\begin{equation}
\mathrm{MR}=\mu_e\mu_hB^2,\qquad \rho_{yx}=\frac{B\,(\mu_h^2-\mu_e^2)}{ne(\mu_e+\mu_h)^2}=\frac{B\,(\mu_h-\mu_e)}{ne\,(\mu_e+\mu_h)}\label{eq:comp}
\end{equation}
at every field. For a small imbalance $\delta=|p-n|/n\ll1$, (\ref{eq:law}) and (\ref{eq:sat}) give to leading order $B_*\simeq(\mu_e+\mu_h)/(\delta\mu_e\mu_h)$ and $\mathrm{MR}_\infty\simeq(\mu_e+\mu_h)^2/(\delta^2\mu_e\mu_h)$. Within this two-group model an unsaturated $B^2$ law seen up to a field $B$ thus bounds the imbalance, $\delta\ll(\mu_e+\mu_h)/(\mu_e\mu_hB)$, and does not show that it is zero. For two groups of equal sign the net charge cannot cancel, and (\ref{eq:two}) has the form (\ref{eq:law}) with $B_*=(n_1\mu_1+n_2\mu_2)/[(n_1+n_2)\mu_1\mu_2]=(n_1/\mu_2+n_2/\mu_1)/(n_1+n_2)$, a weighted mean of the two inverse mobilities: saturation has set in at the latest when $\omega_c\tau$ exceeds one for both groups, and it can set in earlier, since $B_*$ may lie close to the smaller of the two inverse mobilities.

\subsection{Why the net charge decides}

Take the scalar product of $\mathbf J_\alpha=\sigma_\alpha\mathbf E+s_\alpha\mu_\alpha\mathbf J_\alpha\times\mathbf B$ with $\mathbf J_\alpha$. The magnetic force does no work and drops out, leaving $|\mathbf J_\alpha|^2=\sigma_\alpha\mathbf E\cdot\mathbf J_\alpha$. Summing over groups, with $\mathbf E\cdot\mathbf J=E_xJ_x$ in the bar,
\begin{equation}
\rho_{xx}J_x^2=\sum_\alpha\frac{|\mathbf J_\alpha|^2}{\sigma_\alpha}.\label{eq:heat}
\end{equation}
The resistance is the friction loss of all partial currents, including those parts that cancel in the total.

When $\mu_\alpha B\gg1$, equation (\ref{eq:drude}) in the form $\mathbf E+\mathbf v\times\mathbf B=\mathbf v/(s\mu)$ has a right side smaller than $|\mathbf v\times\mathbf B|$ by $1/(\mu B)$. To leading order $\mathbf E+\mathbf v\times\mathbf B=0$, whose components give
\begin{equation}
v_x=E_y/B,\qquad v_y=-E_x/B ,
\end{equation}
the drift $\mathbf E\times\mathbf B/B^2$, the same for both groups whatever their charge or mobility. A common drift carries the current $e(p-n)\mathbf v$.

If $p\ne n$ and in addition $B\gg B_*$, this current outweighs the friction-induced corrections and must point along the bar, so the drift lies along $x$ with $v_x=J_x/[e(p-n)]$, which needs the Hall field $E_y=BJ_x/[e(p-n)]$ found above. The partial currents are $-nev_x$ and $pev_x$, independent of $B$, and (\ref{eq:heat}) gives a loss that is independent of $B$ too:
\begin{equation}
\rho_\infty J_x^2=\frac{(nev_x)^2}{ne\mu_e}+\frac{(pev_x)^2}{pe\mu_h}
\quad\Longrightarrow\quad
\rho_\infty=\frac{n/\mu_e+p/\mu_h}{e\,(p-n)^2}.\label{eq:rinf}
\end{equation}
This agrees with the ratio of the $B^2$ terms in (\ref{eq:rxx}), $(n\mu_h+p\mu_e)\mu_e\mu_h/[e(p-n)^2\mu_e^2\mu_h^2]$. The Hall field has regained control: at high field the two groups move as one fluid of charge density $e(p-n)$. Since both move the same way, the minority group carries its current backwards, and the majority group carries more than the total.

If $p=n$, the common drift carries no current. The Hall field then loses its hold exactly. Solving (\ref{eq:y}) for the longitudinal currents, $J_{\alpha x}=(\sigma_\alpha E_y-J_{\alpha y})/b_\alpha$, and using $\sigma_\alpha/b_\alpha=s_\alpha n_\alpha e/B$,
\begin{equation}
J_x=\frac{e(p-n)}{B}E_y+j\,\Big(\frac1{\mu_eB}+\frac1{\mu_hB}\Big).\label{eq:nohall}
\end{equation}
At compensation the first term is absent, and $j/J_x=\mu_e\mu_hB/(\mu_e+\mu_h)$ at all fields. At high field electrons and holes stream together along $-y$ at the speed $E_x/B$, so $j\simeq neE_x/B$, and the current along the bar is only the small friction-induced remainder $J_x\simeq ne(\mu_e+\mu_h)E_x/(\mu_e\mu_hB^2)$. It falls as $B^{-2}$ without limit.

This picture exposes an assumption. The transverse current $j$ carries electrons and holes towards the same side face, where they must be removed by recombination. (With two groups of equal sign it carries one kind towards a face and the other away from it, and carriers must pass from one group to the other there.) The uniform equations hold in the interior of a bar whose width is large against the distance over which excess carriers recombine. If the faces themselves do not remove carriers, $j$ falls to zero there, and the layers near the faces conduct better than the interior. The formulas give the resistance of the whole bar only while these layers carry a small part of the current, which at compensation demands an ever wider bar as $B$ grows. In a narrower bar density gradients oppose $j$, and by (\ref{eq:mrj}) the magnetoresistance is then not given by (\ref{eq:two}).

The force balance has shown that one carrier group gives the bar no magnetoresistance, while two groups with different $b$ give one that starts as $B^2$ and saturates unless the net charge density of the carriers vanishes. It remains to derive these results from the Boltzmann equation, to find when a single band has a single $b$, and then to compare the assumptions and work through an example.
